# The average exchange parameter J of p and f shells

## Problem

A shell of angular momentum $l\ge 1$ has the $2l+1$ orbitals $R(r)Y_{lm}$, with a common radial function $R$. The electrons repel through the bare interaction $V=1/r_{12}$ (atomic units). Write the direct and exchange integrals as

$$U_{mm'}=\langle mm'|V|mm'\rangle,\qquad J_{mm'}=\langle mm'|V|m'm\rangle ,$$

and define two parameters by averages over pairs:

$$U=\frac{1}{(2l+1)^2}\sum_{m,m'}U_{mm'},\qquad U-J=\frac{1}{2l(2l+1)}\sum_{m\neq m'}\left(U_{mm'}-J_{mm'}\right).$$

$U$ is the mean energy of an opposite-spin pair, which may share an orbital. $U-J$ is the mean for a same-spin pair, which may not. Express $J$ for p and f shells through the Slater integrals

$$F^k=\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}R(r_1)^2R(r_2)^2\,r_1^2r_2^2\,dr_1dr_2 ,$$

using 3j symbols, and check the result by direct summation. The superscript $k$ is an index, and no reduced integrals $F_k$ are used.

## A tempting solution

The multipole expansion is

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\frac{4\pi}{2k+1}\sum_q Y_{kq}^*(1)Y_{kq}(2).$$

Define the real numbers

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*\,Y_{k,m-m'}\,Y_{lm'}\,d\Omega .$$

In a direct integral each electron keeps its $m$, so the azimuthal integrals leave $q=0$. In an exchange integral $q=m'-m$, and the two angular factors are complex conjugates of each other. Therefore

$$U_{mm'}=\sum_k c^k(m,m)\,c^k(m',m')\,F^k,\qquad J_{mm'}=\sum_k c^k(m,m')^2F^k .$$

For $k=0$, $Y_{00}$ is constant and $c^0(m,m')=\delta_{mm'}$. For p orbitals and $k=2$, with $x=\cos\theta$, the integrals are elementary:

- $c^2(0,0)=\frac32\int_{-1}^1P_2\,x^2dx=\frac25$
- $c^2(\pm1,\pm1)=\frac34\int_{-1}^1P_2\,(1-x^2)dx=-\frac15$ (equal signs)
- $c^2(1,0)^2=\frac{4\pi}{5}(2\pi)^2\,\frac{3}{8\pi}\frac{15}{8\pi}\frac{3}{4\pi}\left(\frac4{15}\right)^2=\frac3{25}$, where $\int_{-1}^1(1-x^2)x^2dx=\frac4{15}$
- $c^2(1,-1)^2=\frac{4\pi}{5}(2\pi)^2\left(\frac{3}{8\pi}\right)^2\frac{15}{32\pi}\left(\frac{16}{15}\right)^2=\frac6{25}$, where $\int_{-1}^1(1-x^2)^2dx=\frac{16}{15}$

The argument now continues: "The mean of a difference is the difference of the means. The mean of $U_{mm'}$ is $U$, so $J$ must be the mean of $J_{mm'}$ over $m\ne m'$." Of the six ordered pairs, four have exchange $3F^2/25$ and two have $6F^2/25$, which gives

$$J\overset{?}{=}\frac{4\cdot3+2\cdot6}{6\cdot25}F^2=\frac{4}{25}F^2 .$$

## Where it fails

The integrals are right. The fault is that $U$ is the mean of $U_{mm'}$ over **all** pairs, whereas the second definition contains its mean over $m\ne m'$. These means differ, because two electrons in the same orbital repel more strongly on average.

For the p shell, the $F^2$ parts of $U_{mm'}$ sum to $\left[\sum_mc^2(m,m)\right]^2F^2=0$ over all nine pairs. The three diagonal ones contribute $(1+4+1)F^2/25=6F^2/25$, so the six others contribute $-6F^2/25$. The off-diagonal mean of the direct integral is thus $F^0-F^2/25$, not $F^0$. The missing $F^2/25$ belongs to $J$:

$$U-J=F^0-\frac{F^2}{25}-\frac{4F^2}{25}=F^0-\frac{F^2}{5}.$$

A second sign of trouble is that the mean off-diagonal exchange depends on the choice of orbitals. The sums over all pairs do not. With $\rho(\mathbf r,\mathbf r')=\sum_m\phi_m(\mathbf r)\phi_m^*(\mathbf r')$, the direct sum contains $\rho(\mathbf r,\mathbf r)\rho(\mathbf r',\mathbf r')$ and the exchange sum contains $|\rho(\mathbf r,\mathbf r')|^2$, and $\rho$ is unchanged by a unitary mixing of the orbitals. The diagonal part does change. Each real orbital $p_x,p_y,p_z$ is a rotated $m=0$ orbital, with self-repulsion $F^0+4F^2/25$. The total exchange is $3F^0+(6+12+12)F^2/25$, where the three numbers come from the diagonal, the four pairs and the two pairs above. Removing the real diagonal leaves $18F^2/25$ for six pairs, a mean of $3F^2/25$ instead of $4F^2/25$.

The defined $U-J$ has no such ambiguity. Since $U_{mm}=J_{mm}$ in any orbital basis, the terms $m=m'$ can be added to its sum at no cost, and the sum then runs over all pairs.

## Solution with 3j symbols

**Angular integrals.** The integral of three spherical harmonics is unchanged by rotation. Its dependence on the $m$ values must therefore be that of the single invariant combination of three angular momenta, whose normalized coefficients are the 3j symbols:

$$\int Y_{lm_1}Y_{kq}Y_{lm_2}d\Omega=A\begin{pmatrix}l&k&l\\m_1&q&m_2\end{pmatrix},\qquad \sum_{m_1,q,m_2}\begin{pmatrix}l&k&l\\m_1&q&m_2\end{pmatrix}^2=1 .$$

To find $A$, let $w_k=\frac12\int_{-1}^1P_l^2P_k\,dx$ and $N=(2l+1)^2(2k+1)$. Square the integral and sum over all $m_1,q,m_2$. The left side becomes a double integral over two directions, and the addition theorem turns each sum of products into a Legendre polynomial of the angle between them:

$$A^2=\frac{N}{(4\pi)^3}\,(4\pi)(2\pi)\int_{-1}^1P_l^2P_k\,dx=\frac{N}{4\pi}\,w_k .$$

Setting all $m$ values to zero instead, with $Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l$, gives

$$A\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}=\sqrt{\frac{N}{4\pi}}\;w_k .$$

Squaring this and dividing by $A^2$ yields, for $w_k\neq0$,

$$\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2=w_k,\qquad A=\sqrt{\frac{N}{4\pi}}\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.$$

If $w_k=0$ then $A=0$ and that $k$ drops out. This happens for odd $k$, by parity, and for $k>2l$, because $P_l^2$ has degree $2l$. With $Y_{lm}^*=(-1)^mY_{l,-m}$ and the prefactor $\sqrt{4\pi/(2k+1)}$,

$$c^k(m,m')=(-1)^m(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}\begin{pmatrix}l&k&l\\-m&m-m'&m'\end{pmatrix}.$$

**The two sums.** Since $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ is constant, its integral with $Y_{k0}$ vanishes for $k>0$. Hence $\sum_mc^k(m,m)=0$ for $k>0$. Only $k=0$ survives in the direct sum, so $U=F^0$. In the exchange sum, the normalization of the 3j symbols gives

$$\sum_{m,m'}J_{mm'}=(2l+1)^2\sum_kw_kF^k=(2l+1)F^0+(2l+1)^2\sum_{k\ge2}w_kF^k ,$$

because $w_0=\frac12\int_{-1}^1P_l^2dx=1/(2l+1)$. The definition of $U-J$, with its sum extended to all pairs, becomes

$$2l(2l+1)(U-J)=\left[(2l+1)^2-(2l+1)\right]F^0-(2l+1)^2\sum_{k\ge2}w_kF^k .$$

The bracket equals $2l(2l+1)$. Dividing by it and using $U=F^0$,

$$J=\frac{2l+1}{2l}\sum_{k=2,4,\dots}^{2l}\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2F^k .$$

**Values.** Legendre orthogonality gives $P_l^2=\sum_k(2k+1)w_kP_k$, so the $w_k$ follow from expanding $P_l^2$. For p, $x^2=\frac13+\frac23P_2$, so $w_2=\frac2{15}$ and

$$J_p=\frac32\cdot\frac2{15}F^2=\frac{F^2}{5}.$$

For f, $P_3^2=\frac14(25x^6-30x^4+9x^2)$. Matching powers from the top down:

- $x^6$: $P_6$ begins with $\frac{231}{16}x^6$, so its coefficient is $\frac{25}{4}\cdot\frac{16}{231}=\frac{100}{231}$.
- $x^4$: $P_6$ contains $-\frac{315}{16}x^4$, so $-\frac{30}4+\frac{100}{231}\cdot\frac{315}{16}=\frac{45}{44}$ remains. $P_4$ begins with $\frac{35}8x^4$, so its coefficient is $\frac{18}{77}$.
- $x^2$: $P_6$ contains $\frac{105}{16}x^2$ and $P_4$ contains $-\frac{30}{8}x^2$, so $\frac94-\frac{125}{44}+\frac{135}{154}=\frac27$ remains. $P_2$ begins with $\frac32x^2$, so its coefficient is $\frac4{21}$.

At $x=1$ all the polynomials equal 1, and indeed $\frac17+\frac4{21}+\frac{18}{77}+\frac{100}{231}=1$. Dividing by $2k+1=5,9,13$ gives $w_2=\frac4{105}$, $w_4=\frac2{77}$, $w_6=\frac{100}{3003}$. Multiplication by $\frac76$ yields

$$J_f=\frac{2}{45}F^2+\frac1{33}F^4+\frac{50}{1287}F^6=\frac{286F^2+195F^4+250F^6}{6435}.$$

## Direct summation

Write $J=U-(U-J)$ with $U=F^0$, and extend the sum in $U-J$ to all pairs. The $F^0$ terms cancel, and for $k\ge2$ the coefficient of $F^k$ in $J$ is

$$\frac1{2l(2l+1)}\sum_{m,m'}\left[c^k(m,m')^2-c^k(m,m)c^k(m',m')\right].$$

For p, the squares sum to $30/25$ and the products to zero, so the coefficient is $\frac{30}{6\cdot25}=\frac15$.

For f, numerical quadrature of the spherical harmonics gives integers once a common denominator $D_k$ is taken out: $D_2=225$, $D_4=1089$, $D_6=184041/25$. The diagonal values $\sqrt{D_k}\,c^k(m,m)$ for $m=3,\dots,-3$ are

- $k=2$: $-5,\,0,\,3,\,4,\,3,\,0,\,-5$
- $k=4$: $3,\,-7,\,1,\,6,\,1,\,-7,\,3$
- $k=6$: $-1,\,6,\,-15,\,20,\,-15,\,6,\,-1$

Each list sums to zero, so the products contribute nothing. The squares $D_k\,c^k(3,m')^2$, in the same order of $m'$, are

- $k=2$: $25,25,10,0,0,0,0$, with sum 60
- $k=4$: $9,30,54,63,42,0,0$, with sum 198
- $k=6$: $1,7,28,84,210,462,924$, with sum 1716

The rows for $m=2,1,0$, listed in the numerical output, have the same sums, and reversing both signs of $m,m'$ gives the rest. Seven rows divided by $2l(2l+1)=42$ amount to one row divided by 6. The coefficients are $10/225=\frac2{45}$, $33/1089=\frac1{33}$ and $286\cdot25/184041=\frac{50}{1287}$, as found from the 3j symbols.

## Numbers and meaning

Take model shells with $R\propto r^l e^{-ar^2}$ and $a=1$ bohr$^{-2}$. For p, $F^0=23.03$ eV and $F^2=12.79$ eV, so $J=12.79/5=2.56$ eV (0.0940 hartree) and $U-J=20.47$ eV. The tempting answer would be 2.05 eV, 20% below the correct $J$; with real orbitals it would be 1.54 eV.

For f, $F^0,F^2,F^4,F^6=17.011,\,10.815,\,7.690,\,5.881$ eV, and

$$J=0.4807+0.2330+0.2285=0.9422\ \text{eV}\quad(0.0346\ \text{hartree}).$$

The mean off-diagonal exchange is 0.80 eV with the complex $Y_{3m}$ and 0.72 eV with the standard real harmonics built from $Y_{3,\pm m}$. For f, unlike p, it also differs between real sets: the cubic f orbitals give 0.77 eV. A separate evaluation of the Coulomb integrals over real Gaussian orbitals, without a multipole expansion, reproduces $U$ and $J$ for both shells.

$U-J$ is also the degeneracy-weighted mean of the triplet levels of two electrons in the shell, since a trace does not depend on the basis. For p² there is one triplet term, at $F^0-F^2/5$. For f² the computed orbital levels are 15.44 eV (³H, 11 states), 16.07 eV (³F, 7 states) and 18.38 eV (³P, 3 states). The ³P level lies above $U=17.01$ eV: a positive $J$ lowers the same-spin average, not every same-spin state.

The ³F level coincides with the mean, $U-J=16.07$ eV, and the tables show why. The same-spin pair $(3,2)$ is the sole one with $M_L=5$, so its energy is that of ³H. The pairs $(3,0)$ and $(2,1)$ span $M_L=3$, where ³H and ³F each occur once. Hence $E(^3\mathrm F)=E_{30}+E_{21}-E_{32}$, with $E_{mm'}=U_{mm'}-J_{mm'}$. The $m=2$ rows give $D_k\,c^k(2,1)^2=15,\,32,\,105$ for $k=2,4,6$. In units of $1/D_k$, the coefficients of $F^k$ are

- $k=2$: $-20-15+25=-10$
- $k=4$: $-45-39+51=-33$
- $k=6$: $-104-195+13=-286$

These are the coefficients of $-J$ found above, so $E(^3\mathrm F)=F^0-J$ whatever the radial function.

The formulas for $J$ require a common radial function and a spherically symmetric interaction. If the surroundings give the orbitals different radial shapes, or screen the repulsion anisotropically, the two averages can still be formed, but the $F^k$ of a single radial function no longer determine them.

## Table of computed values

```
p k=2: (l k l;000)^2 = 2/15, coefficient of F2 in J = 1/5, direct sum 0.20000000
  c(m,m)*sqrt(D), m=1..-1, D=25: -1 2 -1
  D*c(m,m')^2, m=1, m'=1..-1: 1 3 6 | row sum 10
  D*c(m,m')^2, m=0, m'=1..-1: 3 4 3 | row sum 10
p model shell, a = 1.0 bohr^-2: F0 = 23.0286 eV, F2 = 12.7937 eV
  shares of J: F2 term 2.5587 eV
  J from formula = 2.5587 eV = 0.094032 hartree
  direct sum of orbital integrals: U = 23.0286 eV, J = 2.5587 eV
  U - J = 20.4698 eV
  mean exchange over m != m': real 1.5352 eV, complex 2.0470 eV
  triplet levels: 20.4698 eV (x3) ; weighted mean 20.4698 eV
f k=2: (l k l;000)^2 = 4/105, coefficient of F2 in J = 2/45, direct sum 0.04444444
  c(m,m)*sqrt(D), m=3..-3, D=225: -5 0 3 4 3 0 -5
  D*c(m,m')^2, m=3, m'=3..-3: 25 25 10 0 0 0 0 | row sum 60
  D*c(m,m')^2, m=2, m'=3..-3: 25 0 15 20 0 0 0 | row sum 60
  D*c(m,m')^2, m=1, m'=3..-3: 10 15 9 2 24 0 0 | row sum 60
  D*c(m,m')^2, m=0, m'=3..-3: 0 20 2 16 2 20 0 | row sum 60
f k=4: (l k l;000)^2 = 2/77, coefficient of F4 in J = 1/33, direct sum 0.03030303
  c(m,m)*sqrt(D), m=3..-3, D=1089: 3 -7 1 6 1 -7 3
  D*c(m,m')^2, m=3, m'=3..-3: 9 30 54 63 42 0 0 | row sum 198
  D*c(m,m')^2, m=2, m'=3..-3: 30 49 32 3 14 70 0 | row sum 198
  D*c(m,m')^2, m=1, m'=3..-3: 54 32 1 15 40 14 42 | row sum 198
  D*c(m,m')^2, m=0, m'=3..-3: 63 3 15 36 15 3 63 | row sum 198
f k=6: (l k l;000)^2 = 100/3003, coefficient of F6 in J = 50/1287, direct sum 0.03885004
  c(m,m)*sqrt(D), m=3..-3, D=184041/25: -1 6 -15 20 -15 6 -1
  D*c(m,m')^2, m=3, m'=3..-3: 1 7 28 84 210 462 924 | row sum 1716
  D*c(m,m')^2, m=2, m'=3..-3: 7 36 105 224 378 504 462 | row sum 1716
  D*c(m,m')^2, m=1, m'=3..-3: 28 105 225 350 420 378 210 | row sum 1716
  D*c(m,m')^2, m=0, m'=3..-3: 84 224 350 400 350 224 84 | row sum 1716
f model shell, a = 1.0 bohr^-2: F0 = 17.0110 eV, F2 = 10.8152 eV, F4 = 7.6899 eV, F6 = 5.8805 eV
  shares of J: F2 term 0.4807 eV, F4 term 0.2330 eV, F6 term 0.2285 eV
  J from formula = 0.9422 eV = 0.034624 hartree
  direct sum of orbital integrals: U = 17.0110 eV, J = 0.9422 eV
  U - J = 16.0688 eV
  mean exchange over m != m': real 0.7215 eV, complex 0.8026 eV
  triplet levels: 15.4388 eV (x11), 16.0688 eV (x7), 18.3790 eV (x3) ; weighted mean 16.0688 eV
```
